# Energy barriers between easy axes in a cubic magnetic particle

## The problem

A small magnetic particle of volume $V$ is uniformly magnetized along the unit vector $\mathbf a=(a_1,a_2,a_3)$, whose components refer to the cubic crystal axes. Its energy contains the first-order cubic anisotropy and nothing else:

$$E(\mathbf a)=K_1V f(\mathbf a),\qquad f=a_1^2a_2^2+a_2^2a_3^2+a_3^2a_1^2 .$$

There is no applied field, and the particle's shape favors no direction. An easy direction is a minimum of $E$ on the unit sphere, and an easy axis holds two opposite easy directions. How much energy must heat supply to carry the magnetization from one easy direction to a neighboring one, first for $K_1>0$ and then for $K_1<0$?

## A tempting solution

Turn the magnetization in the (001) plane, with $\mathbf a=(\cos\varphi,\sin\varphi,0)$. Then

$$E=K_1V\cos^2\varphi\,\sin^2\varphi=\frac{K_1V}{4}\sin^2 2\varphi .$$

For $K_1>0$ the minima are at $\varphi=0$ and $90^\circ$, with a hill of height $K_1V/4$ between them. For $K_1<0$ the curve is turned upside down. The minima now lie at $45^\circ$ and $135^\circ$, and the hill between them has the same height. The barrier would therefore be $|K_1|V/4$ for both signs.

## Where it fails

The curve is correct, but it shows the energy on one circle, while the magnetization moves on a sphere. A minimum on the circle need not be a minimum on the sphere.

Take $K_1<0$ and start at $[110]$, the supposed easy direction. Tilt the magnetization out of the plane by an angle $\delta$, so that $a_3=\sin\delta$ and $a_1^2=a_2^2=\tfrac12\cos^2\delta$. Then

$$f=\tfrac14\cos^4\delta+\sin^2\delta\cos^2\delta
\approx\tfrac14(1-2\delta^2)+\delta^2=\tfrac14+\tfrac12\delta^2 .$$

Since $E=-|K_1|Vf$, the energy falls. The magnetization slides out of the plane, so $[110]$ is not an easy direction. The height $|K_1|V/4$ was measured from a point that is not a minimum up to $[100]$, which will turn out to be the top of the landscape. The value for $K_1>0$ will survive, but it too needs an argument, because a lower route might exist outside the plane.

The barrier must be defined on the whole sphere. For each continuous path between two minima, note the highest energy on it. The barrier is the lowest such value among all paths, minus the energy of the starting minimum.

## The right solution

### All stationary points

With $a_1^2+a_2^2+a_3^2=1$ as a constraint and $\lambda$ as its multiplier, a stationary point obeys $\partial f/\partial a_i=2\lambda a_i$. For the first component

$$\frac{\partial f}{\partial a_1}=2a_1(a_2^2+a_3^2)=2a_1(1-a_1^2),$$

and the others follow by exchanging labels. Hence

$$a_i\,(1-a_i^2-\lambda)=0 .$$

Each component is either zero or has $a_i^2=1-\lambda$. All nonzero components thus have equal squares. If $n$ of them are nonzero, each square is $1/n$, and $f$ contains $n(n-1)/2$ products of size $1/n^2$:

$$f=\frac{n(n-1)}{2}\,\frac1{n^2}=\frac{n-1}{2n}.$$

- $n=1$: six directions $\langle100\rangle$ with $f=0$.
- $n=2$: twelve directions $\langle110\rangle$ with $f=1/4$.
- $n=3$: eight directions $\langle111\rangle$ with $f=1/3$.

### Which are minima, saddles and maxima of $f$

Near $[100]$, at a small angle $\theta$, $a_2^2+a_3^2\approx\theta^2$ and $a_1^2\approx1$, so $f\approx\theta^2$. This is a minimum of $f$.

Near $[110]$, an in-plane turn by $\alpha$ gives $f=\tfrac14\cos^2 2\alpha\approx\tfrac14-\alpha^2$, while the tilt above gave $\tfrac14+\tfrac12\delta^2$. There is no mixed term $\alpha\delta$, because $f$ does not change when $a_3$ changes sign. The second derivatives are $-2$ and $+1$: a saddle.

Near $[111]$, write $a_i^2=\tfrac13+u_i$, where $\sum u_i=0$. Squaring $\sum a_i^2=1$ gives $1=\sum a_i^4+2f$, so

$$f=\tfrac12\Big(1-\sum_i a_i^4\Big)=\tfrac12\Big(1-\tfrac13-\sum_i u_i^2\Big)=\tfrac13-\tfrac12\sum_i u_i^2 .$$

This form holds everywhere on the sphere, so $1/3$ is the largest value of $f$.

Multiplying by a negative $K_1$ exchanges minima and maxima, but a saddle remains a saddle. The easy directions are therefore $\langle100\rangle$ for $K_1>0$ and $\langle111\rangle$ for $K_1<0$, with the saddles at $\langle110\rangle$ in both cases.

### Positive $K_1$: from $[100]$ to $[010]$

At the start $a_1^2$ is larger than the other two squares, and at the end it is not. Every path therefore passes a point where $a_1^2$ equals the larger of the other two. Call this common value $t$. The third square is $1-2t$, and $0\le1-2t\le t$ gives $\tfrac13\le t\le\tfrac12$. At this point

$$f=t^2+2t(1-2t)=2t-3t^2,$$

$$f-\tfrac14=-3t^2+2t-\tfrac14=3\left(\tfrac12-t\right)\left(t-\tfrac16\right)\ge0 .$$

No path can avoid an energy of at least $K_1V/4$. The path in the (001) plane reaches this value at $[110]$ and never exceeds it. The starting minimum has $E=0$, so

$$\boxed{\Delta E=\frac{K_1V}{4}\qquad(K_1>0)}$$

### Negative $K_1$: from $[111]$ to $[\bar111]$

The bar denotes a negative component. These neighbors make an angle whose cosine is $(-1+1+1)/3=1/3$, about $70.5^\circ$. Since $a_1$ changes sign, every path crosses $a_1=0$, where $a_2^2+a_3^2=1$ and

$$f=a_2^2(1-a_2^2)=\tfrac14-\left(a_2^2-\tfrac12\right)^2\le\tfrac14 .$$

With $E=-|K_1|Vf$, an upper bound on $f$ is a lower bound on the energy: every path climbs to at least $-|K_1|V/4$.

A path that climbs no higher is the one with $a_2=a_3$. Put $x=a_1^2$, so $a_2^2=a_3^2=(1-x)/2$ and

$$f=x(1-x)+\frac{(1-x)^2}{4}=\frac{1+2x-3x^2}{4}.$$

Its derivative, $(1-3x)/2$, is positive for $x<\tfrac13$. As $x$ goes from $\tfrac13$ to $0$, $f$ falls steadily from $\tfrac13$ to $\tfrac14$, and the energy rises steadily to the saddle $[011]$. The second half mirrors the first. The starting energy is $-|K_1|V/3$, hence

$$\boxed{\Delta E=-\frac{|K_1|V}{4}+\frac{|K_1|V}{3}=\frac{|K_1|V}{12}\qquad(K_1<0)}$$

The factor of three between the results arises because the saddle value $f=\tfrac14$ lies much closer to the top of $f$, at $\tfrac13$, than to its bottom, at $0$.

A full reversal needs no higher climb. From $[100]$ to $[\bar100]$ two hops suffice, by way of $[010]$. From $[111]$ to $[\bar1\bar1\bar1]$ three hops suffice, each changing one sign. The lower bounds still apply, since these paths also leave the region of largest $a_1^2$, or cross $a_1=0$.

A numerical search that is not told where the passes lie gives the same result. On a mesh of 38402 directions, points are admitted in order of increasing energy until the two wells join. The barriers found are $0.250000$ and $0.083333$ in units of $|K_1|V$. On a rotated mesh, which no longer has the symmetry directions built in, they are $0.2500$ and $0.0833$.

## Numbers for a nanoparticle

Take a sphere of diameter $d=50$ nm at 300 K with $|K_1|=10$ kJ/m³, and compare the two signs with everything else held fixed. The volume is $V=\pi d^3/6=65450$ nm³, so

$$|K_1|V=(1.0\times10^4\ \mathrm{J/m^3})(6.545\times10^{-23}\ \mathrm{m^3})=4.085\ \mathrm{eV}.$$

With $k_BT=0.02585$ eV, the barriers are

$$K_1>0:\ \frac{4.085}{4}=1.021\ \mathrm{eV}=39.5\,k_BT,\qquad
K_1<0:\ \frac{4.085}{12}=0.340\ \mathrm{eV}=13.2\,k_BT .$$

For thermally activated escape, assume that each route is attempted once per $\tau_0=1$ ns and succeeds with probability $e^{-\Delta E/k_BT}$. A $\langle100\rangle$ direction has $n=4$ nearest saddles and a $\langle111\rangle$ direction has $n=3$. The rates of the routes add, so the mean dwell time in one easy direction is

$$\tau=\frac{\tau_0}{n}\,e^{\Delta E/k_BT}.$$

This gives $3.6\times10^7$ s, a little over a year, for positive $K_1$, and $1.7\times10^{-4}$ s for negative $K_1$. The same size and strength of anisotropy give a slow memory in one case and rapid fluctuation in the other. The attempt time is an assumed value, and $\tau$ is proportional to it.

To reach a chosen barrier of $40\,k_BT$ with positive $K_1$, set $K_1\pi d^3/24=40\,k_BT$:

$$d=\left(\frac{960\,k_BT}{\pi K_1}\right)^{1/3}=50.2\ \mathrm{nm}.$$

For negative $K_1$ the volume must be three times larger. The diameter grows by $3^{1/3}\approx1.44$, to 72.4 nm.

## What the model leaves out

### A slightly elongated particle

Let the saturation magnetization be $M_s=400$ kA/m, and stretch the sphere by a small fraction $\varepsilon$ into an ellipsoid along the starting easy direction $\mathbf n$. The field inside a uniformly magnetized ellipsoid is uniform, so it may be evaluated at the center. For magnetization along $\mathbf n$ it is $-N_\parallel M_s$, produced by the surface charges. With $\theta$ measured from $\mathbf n$, the surface is $r\propto1+\varepsilon\cos^2\theta$ to first order. Its area element is $r^2d\Omega\,(\hat{\mathbf r}-\hat{\boldsymbol\theta}\,r'/r)$, where $r'/r=-2\varepsilon\sin\theta\cos\theta$. Coulomb's law for the charges then gives

$$N_\parallel=\int\frac{d\Omega}{4\pi}\cos\theta\left(\cos\theta+\frac{r'}r\sin\theta\right)
=\frac13-2\varepsilon\left(\frac13-\frac15\right)=\frac13-\frac{4\varepsilon}{15}.$$

The three demagnetizing factors sum to one, so $N_\perp-N_\parallel=(1-3N_\parallel)/2=2\varepsilon/5$. The added energy, in units of $|K_1|V$, is

$$k\,[1-(\mathbf a\cdot\mathbf n)^2],\qquad k=\frac{\mu_0M_s^2}{2|K_1|}\,\frac{2\varepsilon}{5}.$$

An elongation of 1% gives $k=0.040$.

For $K_1>0$, set $s=\sin^2\varphi$ in the (001) plane. The energy $s(1-s)+ks$ peaks at $s=(1+k)/2$ with the value $(1+k)^2/4$. The far well, at $s=1$, has energy $k$. The barrier is thus $(1+k)^2/4$ outward and $(1+k)^2/4-k=(1-k)^2/4$ on return, changes of $+8\%$ and $-8\%$.

For $K_1<0$, $(\mathbf a\cdot\mathbf n)^2$ equals $2/3$ at $[011]$ and $1/9$ at $[\bar111]$. Saddle and far well rise by $k/3$ and $8k/9$. To first order the barriers are $\tfrac1{12}+\tfrac k3$ outward and $\tfrac1{12}-\tfrac{5k}9$ on return, changes of $+16\%$ and $-27\%$. The mesh search, which lets the saddle and the well move, gives $+17\%$ and $-25\%$. Relative to its height, the smaller barrier is thus the more fragile one. A loss of a quarter of $13.2\,k_BT$ speeds up the return route by a factor of nearly 30. The other two routes out of that well gain nothing, because their saddles rise by $k$, slightly more than the well itself. With one fast route in place of three equal ones, the mean dwell time there shrinks by a factor of about 10.

### The next anisotropy constant

Add $K_2Va_1^2a_2^2a_3^2$ with $K_2>0$. This term vanishes at $\langle100\rangle$ and $\langle110\rangle$ and is nowhere negative. For $K_1>0$ the lower bound therefore stands, the planar path still attains it, and the barrier is unchanged. For $K_1<0$ the well at $\langle111\rangle$ rises by $K_2V/27$ while the saddle stays put:

$$\Delta E=V\left(\frac{|K_1|}{12}-\frac{K_2}{27}\right).$$

This holds for $K_2<2|K_1|$. A tilt $\delta$ out of the plane at $[110]$ changes the energy density by $\left(-\tfrac12|K_1|+\tfrac14K_2\right)\delta^2$, so beyond that value $\langle110\rangle$ becomes a minimum and is no longer the pass. For $K_2=2$ kJ/m³ the barrier falls by 8.9%, as the mesh search confirms.

### Nonuniform reversal

A larger particle can lower its stray-field energy by letting the magnetization curl. Add to the uniform state at the saddle a small transverse part $m\,\hat{\boldsymbol\phi}$ with $m\propto j_1(qr/R)\sin\theta$. Here $R$ is the radius, $j_1$ is a spherical Bessel function, and the angles refer to the magnetization. This part circulates around the axis and creates no charges itself. Three energy densities, each multiplying $m^2$, compete:

- Exchange costs $Aq^2/R^2$, where $A$ is the exchange stiffness. The Cartesian components satisfy $\nabla^2m_i=-(q/R)^2m_i$, and the free surface requires $j_1'(q)=0$, so $q=2.0816$.
- The longitudinal magnetization shrinks by $M_sm^2/2$ in the opposing field $M_s/3$, which gains $\mu_0M_s^2/6$.
- The curl samples both saddle curvatures equally. Their mean is $(-2+1)/2=-\tfrac12$, which contributes $-K_1/4$.

The uniform saddle resists this mode if

$$\frac{Aq^2}{R^2}>\frac{\mu_0M_s^2}{6}+\frac{K_1}{4},$$

with $K_1$ carrying its sign. For $A=10$ pJ/m the limiting diameters of this pure curl are 69.4 nm for positive and 74.8 nm for negative $K_1$. They are upper bounds. The two saddle curvatures differ, so the curl lowers its energy further by mixing with a shear-like tilt. With all small deviations allowed, the limits drop to about 68.1 nm and 73.2 nm. The 50 nm particle is well inside. The 72.4 nm particle needed for $40\,k_BT$ with negative $K_1$ is barely inside, so enlarging it further is not a safe way to gain stability. Its margin is less than 1 nm. Only small deviations from the uniform saddle are covered here; large nonuniform excursions have not been examined.

### Temperature and tunnelling

Heat tilts the atomic moments about their mean direction. The function $f-\tfrac15$ is a spherical harmonic of order four: with $\rho^2=x^2+y^2+z^2$, the Laplacian of $x^2y^2+y^2z^2+z^2x^2$ is $4\rho^2$, and that of $\rho^4/5$ is also $4\rho^2$. Averaging such a harmonic over a cone of half-angle $\beta$ multiplies it by $P_4(\cos\beta)$, where $P_4(c)=(35c^4-30c^2+3)/8$ and $P_4'(1)=10$. If the anisotropy energy is a sum of contributions from single moments, and these tilt independently by a small common angle, a 1% loss of magnetization costs 9.8% of the anisotropy, and of either barrier. The $K_1$ used above must therefore be the value at the operating temperature.

Tunnelling is negligible here. Let $u$ and $v$ be small displacements from the saddle along the curvatures $-2$ and $+1$, and let $\Omega=\gamma|K_1|/M_s$, with $\gamma$ the electron's gyromagnetic ratio. For one sense of precession $\dot u=-\Omega v$ and $\dot v=-2\Omega u$, so $\ddot u=2\Omega^2u$. The motion grows at the rate $\omega=\sqrt2\,\Omega=6.2\times10^9$ s⁻¹. Tunnelling starts to compete roughly when the thermal time $\hbar/k_BT$ reaches the period $2\pi/\omega$ of oscillation in the inverted barrier. This gives $T=\hbar\omega/(2\pi k_B)\approx7.6$ mK, far below 300 K.

## Beside real particles

The parameters are round numbers in the rough range of cubic ferrite nanoparticles. An anisotropy near 10 kJ/m³ and a magnetization of a few hundred kA/m are ordinary there, though ferrites rich in cobalt can have a much larger anisotropy. One assumption that is easily broken is that of a perfect sphere. In the linear estimate for negative $K_1$, the return barrier vanishes at $k=3/20$, which corresponds to an elongation of only about 4%. The linear estimate overstates the loss there. When well and saddle are allowed to move, about a fifth of the barrier remains at $k=3/20$, and the far well disappears only near $k=0.22$, an elongation of about 6%. For negative $K_1$, an elongation of several percent along an easy direction thus changes the barriers by amounts comparable to $|K_1|V/12$ itself, which is then no longer a usable value. The result also describes an isolated particle, without the stray fields of its neighbors, and it leaves out surface and stress anisotropy, which can add to the crystal term in real nanoparticles. The computed values are collected in the numerical output below.

## Numbers as computed

```
Stationary points with f = 0, 1/4, 1/3 (count): 6 12 8
Curvatures of f at [100]: 2.0000 2.0000
Curvatures of f at [110]: -2.0000 1.0000
Curvatures of f at [111]: -1.3333 -1.3333
Mesh nodes on the sphere: 38402
Flooding barrier, K1>0: 0.250000 |K1|V
Flooding barrier, K1<0: 0.083333 |K1|V
Same on rotated mesh, K1>0: 0.2500 |K1|V
Same on rotated mesh, K1<0: 0.0833 |K1|V
Escape routes, K1>0 and K1<0: 4 and 3
Input |K1|: 10.0 kJ/m^3
Input diameter: 50.0 nm
Input temperature: 300 K
Input saturation magnetization: 400 kA/m
Input exchange stiffness: 10 pJ/m
Input attempt time per route: 1 ns
Volume: 65450 nm^3
|K1|V: 4.085 eV
Thermal energy kT: 0.02585 eV
Barrier, K1>0: 1.021 eV = 39.5 kT
Barrier, K1<0: 0.340 eV = 13.2 kT
Mean dwell time, K1>0: 3.6e+07 s
Mean dwell time, K1<0: 1.7e-04 s
Diameter for 40 kT, K1>0: 50.2 nm
Diameter for 40 kT, K1<0: 72.4 nm
Elongation assumed: 1 %
Shape anisotropy: 0.400 kJ/m^3, k = 0.0400
Shape, K1>0, out of long axis: +8 %
Shape, K1>0, back to long axis: -8 %
Shape, K1<0, out of long axis: +17 %
Shape, K1<0, back to long axis: -25 %
K2 assumed: 2.0 kJ/m^3
K2 effect on barrier, K1>0: 0.0 %
K2 effect on barrier, K1<0: -8.9 %
Curling number q: 2.0816
Curling limit of diameter, K1>0: 69.4 nm
Curling limit of diameter, K1<0: 74.8 nm
Magnetization loss assumed: 1.0 %
Resulting anisotropy loss: 9.8 %
Saddle rate omega: 6.23e+09 1/s
Tunnelling crossover temperature: 7.6 mK
```
